**Spin thinning of a Newtonian film without evaporation**

The program tests the law $h=h_0/\sqrt{1+4Kh_0^2t}$ with $K=\rho\omega^2/(3\eta)$, where $h$ is the film thickness, $h_0$ its initial value, $t$ the time, $\rho$ the density, $\omega$ the angular speed and $\eta$ the viscosity. It asserts that the flux from a collocation solution of the film profile agrees with the derived formula, with and without surface stress. It solves the Navier-Stokes equations for a flat film and asserts that the error of the law scales as the square of $\mathrm{Re}=\omega h_0^2\rho/\eta$ and fades with time. For an uneven film, it asserts that a finite-volume solution agrees with the solution along characteristic curves to within 0.1%. The air flow is checked by a momentum integral and by the thin-layer limit of vapour transfer. For a resin of 50 mPa s at 3000 rpm, the output shows thinning from 100 µm to 2.40 µm in 60 s. Air drag and a warming of one kelvin each lower this thickness by about 2.5%, while residual evaporation lowers it by 0.14%. For a volatile solvent with the same density and viscosity, evaporation equals outflow at 6.4 µm, so the law then serves only for the early stage.

## Check in Python

```python
"""Thinning of a uniform Newtonian film on a spinning disc without evaporation.

Result under test: h(t) = h0 / sqrt(1 + 4 K h0^2 t), K = rho omega^2 / (3 eta)
h: film thickness, h0: its initial value, t: time, rho: liquid density,
eta: liquid viscosity, omega: angular speed, r: distance from the axis.
Re = omega h0^2 rho / eta measures inertia and Coriolis force against viscosity.
The formula is the leading order for small Re. Air drag, residual evaporation,
a speed ramp and a temperature change are sized for the worked example.
"""
import numpy as np
from scipy.constants import R as gas_constant
from scipy.integrate import solve_ivp, solve_bvp, cumulative_trapezoid, trapezoid
from scipy.special import gamma

# Worked example: rough typical values for a solvent-free UV-curable resin
rho = 1100.0            # kg/m^3
eta = 0.050             # Pa s
rpm = 3000.0
omega = rpm * 2 * np.pi / 60
h0 = 100e-6             # m
t_end = 60.0            # s
wafer_radius = 0.050    # m
K = rho * omega**2 / (3 * eta)
Re = omega * h0**2 * rho / eta


def thickness(t, start=h0, k=K):
    return start / np.sqrt(1 + 4 * k * start**2 * t)


# Chebyshev collocation on the scaled height x = z/h, from wall 0 to surface 1
n = 16
x = (1 - np.cos(np.pi * np.arange(n + 1) / n)) / 2
c = np.ones(n + 1)
c[0] = c[-1] = 2
c *= (-1.0) ** np.arange(n + 1)
D = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(n + 1))
D -= np.diag(D.sum(axis=1))
D2 = D @ D
S = np.linalg.inv(D[1:, 1:])      # integral from the wall to each node

# Flux in the film, with and without a shear stress on its surface
h_end = thickness(t_end)


def computed_flux(h, r, stress):
    matrix = D2.copy()
    right = np.full(n + 1, -rho * omega**2 * r * h**2 / eta)
    matrix[0] = 0
    matrix[0, 0] = 1
    right[0] = 0
    matrix[-1] = D[-1]
    right[-1] = stress * h / eta
    u = np.linalg.solve(matrix, right)
    return h * (S[-1] @ u[1:])


for stress in (0.0, 1.0):
    formula = K * wafer_radius * h_end**3 + stress * h_end**2 / (2 * eta)
    assert abs(computed_flux(h_end, wafer_radius, stress) / formula - 1) < 1e-8


# Full Navier-Stokes equations of a flat film: radial velocity r*F(z,t),
# azimuthal velocity r*G(z,t). Scaled by h0 and the viscous time h0^2 rho/eta:
# F = Re^2 f, G = Re + Re^3 g. The clock is s = 4 K h0^2 t.
def with_boundaries(inner):
    surface = -(D[-1, 1:-1] @ inner) / D[-1, -1]
    return np.concatenate(([0.0], inner, [surface]))


def navier_stokes(re, s_values):
    m = n - 1

    def rate(s, y):
        f, g, h = with_boundaries(y[:m]), with_boundaries(y[m:2 * m]), y[-1]
        w = -2 * h * np.concatenate(([0.0], S @ f[1:]))
        drift = re**2 * (w - x * w[-1]) / h
        spin = 1 + re**2 * g
        f_t = D2 @ f / h**2 - re**2 * f**2 + spin**2 - drift * (D @ f)
        g_t = D2 @ g / h**2 - 2 * f * spin - drift * (D @ g)
        out = np.concatenate((f_t[1:-1], g_t[1:-1], [re**2 * w[-1]]))
        return out / (4 * re**2 / 3)

    start = np.zeros(2 * m + 1)
    start[-1] = 1
    run = solve_ivp(rate, (0, s_values[-1]), start, method="Radau",
                    t_eval=s_values, rtol=1e-8, atol=1e-10)
    assert run.success
    return run.y[-1]


s_values = np.array([1.0, 10.0])
law = 1 / np.sqrt(1 + s_values)
dev = navier_stokes(Re, s_values) / law - 1
dev_half = navier_stokes(Re / 2, s_values) / law - 1
dev_one = navier_stokes(1.0, s_values) / law - 1
assert abs(dev[0]) < 0.01
assert abs(dev[0] / dev_half[0] - 4) < 0.1       # error scales as Re^2
assert abs(dev[1]) < abs(dev[0])                 # error fades with time
assert abs(dev_one[0]) > 10 * abs(dev[0])        # the formula fails at Re = 1

# Uneven film: finite volumes for the ring balance, units with K = 1
cells = 400
faces = np.linspace(0, 1, cells + 1)
centres = (faces[1:] + faces[:-1]) / 2
area = (faces[1:]**2 - faces[:-1]**2) / 2


def bump(r):
    return 1 + 0.2 * np.exp(-(r / 0.3)**2)


film = bump(centres)
t_uneven = 0.25
steps = 2500
for _ in range(steps):
    outflow = np.concatenate(([0.0], faces[1:]**2 * film**3))
    film = film - t_uneven / steps * np.diff(outflow) / area
r0 = np.linspace(0, 1, 4001)
growth = 1 + 4 * bump(r0)**2 * t_uneven
r_now = r0 * growth**0.75
assert np.all(np.diff(r_now) > 0)
along_curves = np.interp(centres, r_now, bump(r0) / np.sqrt(growth))
uneven_error = np.max(np.abs(film / along_curves - 1))
assert uneven_error < 1e-3                       # first-order scheme, 400 cells
excess_start = bump(0.0) - 1
excess_end = film[0] * np.sqrt(1 + 4 * t_uneven) - 1
assert excess_end < excess_start

# Air over a rotating disc: scaled radial F, azimuthal G, axial H velocities
air_density, air_nu = 1.2, 1.5e-5                # kg/m^3, m^2/s, rough


def air_rate(z, y):
    F, dF, G, dG, H = y
    return np.vstack((dF, F**2 - G**2 + H * dF, dG, 2 * F * G + H * dG, -2 * F))


def air_ends(a, b):
    return np.array([a[0], a[2] - 1, a[4], b[0], b[2]])


mesh = np.linspace(0, 15, 301)
decay = np.exp(-mesh)
guess = np.vstack((0.5 * mesh * decay, 0.5 * (1 - mesh) * decay, decay, -decay,
                   -0.88 * (1 - decay)))
air = solve_bvp(air_rate, air_ends, mesh, guess, tol=1e-7, max_nodes=20000)
assert air.status == 0
height = np.linspace(0, 15, 40001)
F, dF, G, dG, H = air.sol(height)
air_slope = dF[0]
assert abs(air_slope - trapezoid(G**2 - 3 * F**2, height)) < 1e-4
H_integral = cumulative_trapezoid(H, height, initial=0)


def vapour_slope(schmidt):
    return 1 / trapezoid(np.exp(schmidt * H_integral), height)


thin_layer = (air_slope * 1e6 / 3)**(1 / 3) / gamma(4 / 3)
assert abs(vapour_slope(1e6) / thin_layer - 1) < 0.01   # limit of large Schmidt number

# Sizes of the neglected effects; thickness in um, time in s
schmidt = 3.0                                    # air viscosity / vapour diffusivity
temperature = 295.0                              # K
transfer = air_nu / schmidt * vapour_slope(schmidt) * np.sqrt(omega / air_nu)


def evaporation(pressure, molar_mass):           # um/s, into clean air
    vapour_density = pressure * molar_mass / (gas_constant * temperature)
    return transfer * vapour_density / rho * 1e6


p_resin, M_resin = 0.1, 0.250                    # Pa, kg/mol, rough
p_solvent, M_solvent = 500.0, 0.132              # Pa, kg/mol, rough
e_resin = evaporation(p_resin, M_resin)
e_solvent = evaporation(p_solvent, M_solvent)
drag = air_slope * air_density * np.sqrt(air_nu) * omega**1.5   # stress / r, Pa/m
K_um = K * 1e-12
ramp = 1.0


def final_thickness(air_drag=0.0, loss=0.0, ramp_time=0.0):
    def rate(t, h):
        speed = min(t / ramp_time, 1.0) if ramp_time else 1.0
        return -2 * K_um * speed**2 * h**3 - air_drag / eta * 1e-6 * h**2 - loss
    run = solve_ivp(rate, (0, t_end), [h0 * 1e6], method="Radau",
                    rtol=1e-8, atol=1e-10, max_step=0.5)
    assert run.success
    return run.y[0, -1]


h_plain = final_thickness()
assert abs(h_plain / (h_end * 1e6) - 1) < 1e-5
h_drag = final_thickness(air_drag=drag)
h_evap = final_thickness(loss=e_resin)
h_ramp = final_thickness(ramp_time=ramp)
assert abs(h_ramp / (thickness(t_end - 2 * ramp / 3) * 1e6) - 1) < 1e-5
eta_drop = 0.05                                  # rough fall of viscosity per kelvin
h_warm = thickness(t_end, k=K / (1 - eta_drop)) * 1e6
h_balance = (e_solvent / (2 * K_um))**(1 / 3)
t_balance = (h_balance**-2 - (h0 * 1e6)**-2) / (4 * K_um)
target = 5.0
t_target = (target**-2 - (h0 * 1e6)**-2) / (4 * K_um)
assert abs(thickness(t_target) * 1e6 / target - 1) < 1e-10


def percent(h):
    return 100 * (h / h_plain - 1)


print(f"density: {rho:.0f} kg/m^3")
print(f"viscosity: {eta * 1e3:.0f} mPa s")
print(f"spin speed: {rpm:.0f} rpm")
print(f"angular speed: {omega:.2f} rad/s")
print(f"initial thickness: {h0 * 1e6:.0f} um")
print(f"wafer radius: {wafer_radius * 1e3:.0f} mm")
print(f"K: {K_um:.4e} um^-2 s^-1")
print(f"thinning time 1/(4 K h0^2): {1 / (4 * K * h0**2):.4f} s")
for t in (0.1, 1.0, 10.0, 30.0, t_end):
    print(f"thickness at {t:g} s: {thickness(t) * 1e6:.3f} um")
print(f"late-time form at {t_end:g} s: {1e6 / np.sqrt(4 * K * t_end):.3f} um")
print(f"time to reach {target:g} um: {t_target:.2f} s")
print(f"Re at start: {Re:.4f}")
print(f"viscous time h0^2 rho/eta: {h0**2 * rho / eta * 1e3:.3f} ms")
print(f"Navier-Stokes minus formula, 1 thinning time: {100 * dev[0]:.4f} %")
print(f"same, 10 thinning times: {100 * dev[1]:.5f} %")
print(f"ratio of errors, Re against Re/2: {dev[0] / dev_half[0]:.3f}")
print(f"same error for Re = 1, 1 thinning time: {100 * dev_one[0]:.2f} %")
print(f"uneven film, centre excess at start: {100 * excess_start:.1f} %")
print(f"uneven film, excess at 4K t = 1 (edge h0 = 1): {100 * excess_end:.2f} %")
print(f"uneven film, largest error of curves: {100 * uneven_error:.3f} %")
print(f"air wall slope F'(0): {air_slope:.4f}")
print(f"air Reynolds number at edge: {omega * wafer_radius**2 / air_nu:.0f}")
print(f"air drag stress / r: {drag:.2f} Pa/m")
print(f"final thickness with air drag: {h_drag:.3f} um ({percent(h_drag):.2f} %)")
print(f"resin vapour pressure: {p_resin:g} Pa, molar mass {M_resin * 1e3:.0f} g/mol")
print(f"Schmidt number: {schmidt:g}, temperature: {temperature:g} K")
print(f"vapour transfer speed: {transfer * 1e3:.2f} mm/s")
print(f"resin evaporation rate: {e_resin * 1e3:.4f} nm/s")
print(f"final thickness with it: {h_evap:.3f} um ({percent(h_evap):.2f} %)")
print(f"final thickness, {ramp:g} s ramp: {h_ramp:.3f} um ({percent(h_ramp):.2f} %)")
print(f"viscosity fall for 1 K warming: {100 * eta_drop:.0f} %")
print(f"final thickness, 1 K warmer: {h_warm:.3f} um ({percent(h_warm):.2f} %)")
shear = rho * omega**2 * wafer_radius / eta
print(f"wall shear rate at edge, start: {shear * h0:.0f} 1/s")
print(f"wall shear rate at edge, end: {shear * h_end:.0f} 1/s")
print(f"solvent vapour pressure: {p_solvent:g} Pa, molar mass {M_solvent * 1e3:.0f} g/mol")
print(f"solvent evaporation rate: {e_solvent:.3f} um/s")
print(f"thickness where solvent loss equals outflow: {h_balance:.2f} um")
print(f"time when formula reaches it: {t_balance:.2f} s")
print(f"solvent evaporated by then: {e_solvent * t_balance:.2f} um")
print("all good")
```

Output:

```
density: 1100 kg/m^3
viscosity: 50 mPa s
spin speed: 3000 rpm
angular speed: 314.16 rad/s
initial thickness: 100 um
wafer radius: 50 mm
K: 7.2377e-04 um^-2 s^-1
thinning time 1/(4 K h0^2): 0.0345 s
thickness at 0.1 s: 50.669 um
thickness at 1 s: 18.272 um
thickness at 10 s: 5.867 um
thickness at 30 s: 3.391 um
thickness at 60 s: 2.399 um
late-time form at 60 s: 2.399 um
time to reach 5 um: 13.78 s
Re at start: 0.0691
viscous time h0^2 rho/eta: 0.220 ms
Navier-Stokes minus formula, 1 thinning time: 0.0829 %
same, 10 thinning times: 0.01794 %
ratio of errors, Re against Re/2: 3.995
same error for Re = 1, 1 thinning time: 13.30 %
uneven film, centre excess at start: 20.0 %
uneven film, excess at 4K t = 1 (edge h0 = 1): 8.63 %
uneven film, largest error of curves: 0.036 %
air wall slope F'(0): 0.5102
air Reynolds number at edge: 52360
air drag stress / r: 13.20 Pa/m
final thickness with air drag: 2.339 um (-2.49 %)
resin vapour pressure: 0.1 Pa, molar mass 250 g/mol
Schmidt number: 3, temperature: 295 K
vapour transfer speed: 15.62 mm/s
resin evaporation rate: 0.1447 nm/s
final thickness with it: 2.395 um (-0.14 %)
final thickness, 1 s ramp: 2.412 um (0.56 %)
viscosity fall for 1 K warming: 5 %
final thickness, 1 K warmer: 2.338 um (-2.53 %)
wall shear rate at edge, start: 10857 1/s
wall shear rate at edge, end: 260 1/s
solvent vapour pressure: 500 Pa, molar mass 132 g/mol
solvent evaporation rate: 0.382 um/s
thickness where solvent loss equals outflow: 6.41 um
time when formula reaches it: 8.36 s
solvent evaporated by then: 3.19 um
all good
```
